# Systematic and Accidental Absences in Plane-Wave Fourier Coefficients

## What goes wrong

Suppose a plane-wave code computes the geometric structure factor of the atoms, finds that it vanishes for some reciprocal vectors, and sets the density to zero there. In a crystal with the diamond structure this removes the 222 coefficient. In the model crystal treated below, that coefficient is about 0.53 electrons per primitive cell, and together with its seven symmetry partners it supplies some 15% of the density at the middle of a bond. The structure factor also vanishes at 200, and there the zero is genuine: a nonzero density at 200 would show that the calculation has broken the symmetry of the crystal.

The atomic structure factor cannot tell these two zeros apart. The space group can. This appendix derives the test and shows what lies behind the zeros that fail it.

## Conventions

Let \(f(\mathbf r)\) be a scalar field with the periodicity of the crystal, such as the density or a local potential:

\[
f(\mathbf r)=\sum_{\mathbf G}F(\mathbf G)e^{i\mathbf G\cdot\mathbf r},\qquad
F(\mathbf G)=\frac1\Omega\int_\Omega f(\mathbf r)e^{-i\mathbf G\cdot\mathbf r}\,d^3r .
\]

Here \(\Omega\) is the volume of the primitive cell. A space-group operation \(\{R|\mathbf t\}\) takes \(\mathbf r\) to \(R\mathbf r+\mathbf t\), with \(R\) orthogonal. The field is assumed invariant:

\[
f(R\mathbf r+\mathbf t)=f(\mathbf r)\quad\text{for every operation.}\tag{1}
\]

In fractional coordinates the operation is \(x\mapsto Wx+w\), and \(\mathbf G\) becomes a row of integers \(h=(h,k,l)\) with \(\mathbf G\cdot\mathbf r=2\pi\,h\cdot x\). Algebra is in atomic units; numbers are in eV and Å.

## The condition for a systematic absence

Insert the series into the left side of (1), and use \(\mathbf G\cdot R\mathbf r=(R^{T}\mathbf G)\cdot\mathbf r\):

\[
f(R\mathbf r+\mathbf t)=\sum_{\mathbf G}F(\mathbf G)e^{i\mathbf G\cdot\mathbf t}\,e^{i(R^{T}\mathbf G)\cdot\mathbf r}.
\]

Since \(R\) maps the lattice onto itself, \(R^T\) permutes the reciprocal lattice vectors. The right side of (1) contains the wave \(e^{i(R^T\mathbf G)\cdot\mathbf r}\) with coefficient \(F(R^T\mathbf G)\). Different plane waves are linearly independent, so

\[
F(R^{T}\mathbf G)=F(\mathbf G)e^{i\mathbf G\cdot\mathbf t},
\qquad
F(hW)=F(h)e^{2\pi i\,h\cdot w}.\tag{2}
\]

In general this links two different coefficients. If \(R\mathbf G=\mathbf G\), which for orthogonal \(R\) is the same as \(R^T\mathbf G=\mathbf G\), it constrains a single one:

\[
F(\mathbf G)\left[1-e^{i\mathbf G\cdot\mathbf t}\right]=0 .\tag{3}
\]

Hence \(F(\mathbf G)=0\) if any operation that fixes \(\mathbf G\) has \(e^{i\mathbf G\cdot\mathbf t}\neq1\). Nothing was assumed about atoms, so the result holds for any field obeying (1).

Invariance matters. If a field obeys \(f(R\mathbf r+\mathbf t)=\sigma f(\mathbf r)\) with \(\sigma=-1\) for some operation, the same steps give \(F(\mathbf G)[\sigma-e^{i\mathbf G\cdot\mathbf t}]=0\), and the rule for that operation changes.

## Which operations can do it

Take \(\mathbf G\neq0\) with \(R\mathbf G=\mathbf G\). Then \(R\) maps the plane perpendicular to \(\mathbf G\) onto itself. An orthogonal map of a plane is a rotation or a reflection, so there are three cases: the identity, a rotation about \(\mathbf G\), or a mirror whose plane contains \(\mathbf G\).

**Centring.** For \(R=1\) the translation \(\mathbf t\) is a lattice vector. If the indices refer to a larger conventional cell, its centring vectors \(w\) require \(h\cdot w\) to be an integer. This removes index triples that are not reciprocal vectors of the primitive lattice.

**Position of the axis or plane.** If the fixed axis or plane passes through \(\mathbf s\) rather than the origin, \(\mathbf t\) gains the term \((1-R)\mathbf s\). It has no effect on (3), because

\[
\mathbf G\cdot(1-R)\mathbf s=\mathbf G\cdot\mathbf s-(R^{T}\mathbf G)\cdot\mathbf s=0 .
\]

What remains is the intrinsic translation, along the axis or in the plane. For a pure rotation or a pure mirror it is zero, so these produce no absence.

**Screw axis \(n_m\).** Let \(\mathbf c\) be the cell vector along the axis. The intrinsic translation is \((m/n)\mathbf c\), and a vector \(\mathbf G\) along the axis has \(\mathbf G\cdot\mathbf c=2\pi l\). Thus \(\mathbf G\cdot\mathbf t=2\pi lm/n\), and a coefficient can survive only if \(lm/n\) is an integer. Divide \(m\) and \(n\) by their greatest common divisor; the quotients have no common factor, so

\[
00l\ \text{present requires}\quad l\ \text{a multiple of}\ \frac{n}{\gcd(n,m)} .\tag{4}
\]

The axes \(4_1\) and \(4_3\) require multiples of 4, and \(4_2\) multiples of 2. For \(6_1\) to \(6_5\) the numbers are 6, 3, 2, 3, 6. Repeating the screw operation raises its phase to a power and adds no further condition.

**Glide plane.** With intrinsic translation \(\mathbf g\), the vectors \(\mathbf G\) parallel to the plane must satisfy \(\mathbf G\cdot\mathbf g\in2\pi\mathbb Z\). For a plane perpendicular to \(\mathbf b\):

\[
\begin{aligned}
\mathbf g=\mathbf c/2&:\quad h0l\ \text{needs}\ l\ \text{even},\\
\mathbf g=(\mathbf a+\mathbf c)/2&:\quad h0l\ \text{needs}\ h+l\ \text{even}.
\end{aligned}
\]

A screw axis thus acts on a line of reciprocal space, a glide plane on a plane, and centring on the whole of it.

## Every other zero is unprotected

Equation (3) gives sufficient conditions for a zero. To call the remaining zeros accidental, one must show that the group does not enforce them by some other route.

Choose one representative \(\{R|\mathbf t\}\) for each operation modulo lattice translations, \(|P|\) in all, and average a plane wave over them:

\[
A(\mathbf r)=\frac1{|P|}\sum_{\{R|\mathbf t\}}e^{i\mathbf G\cdot(R\mathbf r+\mathbf t)} .
\]

The choice of representative is immaterial, since \(e^{i\mathbf G\cdot\mathbf T}=1\) for a lattice vector \(\mathbf T\). Replacing \(\mathbf r\) by \(R'\mathbf r+\mathbf t'\) merely reorders the sum, so \(A\) is invariant. Its coefficient at \(\mathbf G\) collects the terms with \(R^T\mathbf G=\mathbf G\), of which there are \(|P_{\mathbf G}|\):

\[
A_{\mathbf G}=\frac{|P_{\mathbf G}|}{|P|}\,\bar\chi,\qquad
\bar\chi=\frac1{|P_{\mathbf G}|}\sum_{R\mathbf G=\mathbf G}e^{i\mathbf G\cdot\mathbf t}.\tag{5}
\]

The phases multiply when operations are combined. The product of \(\{R|\mathbf t\}\) and \(\{R'|\mathbf t'\}\) has translation \(R\mathbf t'+\mathbf t\), and

\[
\mathbf G\cdot(R\mathbf t'+\mathbf t)=(R^T\mathbf G)\cdot\mathbf t'+\mathbf G\cdot\mathbf t=\mathbf G\cdot\mathbf t'+\mathbf G\cdot\mathbf t .
\]

If one operation has phase \(\chi_0\neq1\), multiplying all fixing operations by it reorders the sum and gives \(\bar\chi=\chi_0\bar\chi\), so \(\bar\chi=0\). If every phase is 1, then \(\bar\chi=1\) and \(A_{\mathbf G}\neq0\).

The field \(A\) may be complex, but its real and imaginary parts are separately invariant. Since \(A=\operatorname{Re}A+i\operatorname{Im}A\), they cannot both have a zero coefficient at \(\mathbf G\). So there is a real invariant field with \(F(\mathbf G)\neq0\), and the classification is complete:

\[
\mathbf G\ \text{is systematically absent}\iff\bar\chi(\mathbf G)=0 .
\]

## Zeros from special positions

Build the field from atoms at \(\boldsymbol\tau_j\), each carrying a localized field \(\rho_j\). Integrating over the cell and summing over lattice images is the same as integrating each \(\rho_j\) over all space:

\[
F(\mathbf G)=\frac1\Omega\sum_jf_j(\mathbf G)e^{-i\mathbf G\cdot\boldsymbol\tau_j},\qquad
f_j(\mathbf G)=\int\rho_j(\mathbf r)e^{-i\mathbf G\cdot\mathbf r}d^3r .\tag{6}
\]

For equal spherical atoms, \(f_j\) is one function of \(|\mathbf G|\) and can be taken outside the sum. The remaining sum \(S(\mathbf G)=\sum_je^{-i\mathbf G\cdot\boldsymbol\tau_j}\) may vanish even when \(\bar\chi=1\). In this appendix such a zero is called accidental. It is exact for the superposition of spherical atoms, but it rests on their shape, which the space group does not guarantee.

The group \(P2_1/c\) shows the difference in a few lines. A general point has the images \(\pm(x,y,z)\), \((-x,y+\tfrac12,\tfrac12-z)\) and \((x,\tfrac12-y,z+\tfrac12)\). Adding their phases in pairs gives

\[
S(hkl)=2\cos2\pi(hx+ky+lz)+2(-1)^{k+l}\cos2\pi(hx-ky+lz).
\]

Therefore

\[
S(010)=2\cos2\pi y-2\cos2\pi y=0,
\]
\[
S(110)=2\cos2\pi(x+y)-2\cos2\pi(x-y)=-4\sin2\pi x\,\sin2\pi y .
\]

The first zero holds for every position and comes from the screw axis. The second vanishes only when \(2x\) or \(2y\) is an integer, as at the inversion centre at the origin but also at points such as \((0,\,0.07,\,0.11)\) that have no site symmetry. Elsewhere it is nonzero: \(x=0.05\), \(y=0.07\) gives \(-0.526\).

## The diamond structure

Let the cube edge be \(a\), with atoms A at the points of the face-centred lattice and atoms B displaced from them by \(\boldsymbol\tau=a(1,1,1)/4\). The origin is on an atom A.

The rotation parts are the 48 signed permutations of the coordinates. Each maps the face-centred lattice to itself. If the product of the three signs is \(+1\), an even number of signs are negative, and \(R\boldsymbol\tau-\boldsymbol\tau\) is a lattice vector; then \(\mathbf t=0\) keeps A on A and B on B. If the product is \(-1\), \(R\boldsymbol\tau+\boldsymbol\tau\) is a lattice vector, and \(\mathbf t=\boldsymbol\tau\) exchanges the two kinds of site.

Centring requires \(h,k,l\) to be all even or all odd. Within this set there are two cases.

1. All indices are nonzero. If a signed permutation fixes \(hkl\), take the product of the three components before and after. This gives \(hkl=(\text{product of signs})\,hkl\), so the product of signs is \(+1\), \(\mathbf t=0\), and there is no systematic absence.
2. At least one index is zero, so all are even. Reversing the sign of that component fixes \(\mathbf G\) and has \(\mathbf t=\boldsymbol\tau\). Its phase is \(e^{i\pi(h+k+l)/2}\), which is \(-1\) for \(h+k+l=4n+2\). For \(h+k+l=4n\) all phases are 1.

The two sites give \(S=1+e^{-i\pi(h+k+l)/2}\), which vanishes for every \(h+k+l=4n+2\). The result is

\[
h+k+l=4n+2:\quad
\begin{cases}
\text{some index zero: systematic }(200,\,420),\\
\text{no index zero: accidental }(222,\,442).
\end{cases}\tag{7}
\]

With all indices between \(-4\) and 4, and centring already applied, there are 30 systematic and 32 accidental absences among 188 reflections.

### What lifts 222 and leaves 200

The inversion \(\{-1|\boldsymbol\tau\}\) exchanges A and B, so \(\rho_B(\mathbf r)=\rho_A(-\mathbf r)\) and, for a real field, \(f_B(\mathbf G)=f_A(-\mathbf G)=f_A(\mathbf G)^*\). For \(h+k+l=4n+2\) the factor \(e^{-i\mathbf G\cdot\boldsymbol\tau}\) is \(-1\), and (6) becomes

\[
F(\mathbf G)=\frac1\Omega\left[f_A(\mathbf G)-f_A(\mathbf G)^*\right]=\frac{2i}{\Omega}\operatorname{Im}f_A(\mathbf G).\tag{8}
\]

The imaginary part comes from the part of \(\rho_A\) that is odd under inversion about the atom. A spherical atom has none. The site symmetry consists of the operations with \(\mathbf t=0\), which include reversing any two coordinates. A polynomial term allowed by these reversals has exponents that are all even or all odd; if it is odd overall, they are all odd. The lowest such term is \(xyz\).

Take \(\rho_A=e^{-\alpha r^2}(1+\beta xyz)\). In one dimension,

\[
\int xe^{-\alpha x^2}e^{-iqx}dx=i\frac{d}{dq}\left[\sqrt{\frac{\pi}{\alpha}}\,e^{-q^2/4\alpha}\right]
=-\frac{iq}{2\alpha}\sqrt{\frac{\pi}{\alpha}}\,e^{-q^2/4\alpha}.
\]

The product of three such factors contains \((-i)^3=i\). With (8),

\[
F(\mathbf G)=\frac{2i\beta}{\Omega}\,\frac{G_xG_yG_z}{8\alpha^3}\left(\frac{\pi}{\alpha}\right)^{3/2}e^{-G^2/4\alpha}.\tag{9}
\]

The factor \(G_xG_yG_z\) reproduces (7): the distortion restores 222 and 442 but not 200 or 420. For \(a=5.4\) Å, \(\alpha=2\) Å\(^{-2}\) and \(\beta=0.5\) Å\(^{-3}\), the 222 coefficient of this dimensionless field is \(0.00129\,i\).

## A plane-wave calculation

The model Hamiltonian is \(-\tfrac12\nabla^2+V\) on the diamond structure with \(a=5.4\) Å and

\[
V(\mathbf G)=\tfrac12v(|\mathbf G|)\left[1+e^{-i\mathbf G\cdot\boldsymbol\tau}\right].
\]

The form factors \(v\) are \(-3\), \(-2\), 0.5, 1 and 1 eV at 111, 200, 220, 311 and 222, and zero elsewhere. They are nonzero at 200 and 222, so \(V\) vanishes there because of the bracket alone. Four bands are doubly filled, with a 150 eV cutoff and a \(4\times4\times4\) mesh of k-points containing \(\Gamma\).

The density obeys (1) if the k-points, the plane waves and the filled states are symmetric as sets. A gap of 0.93 eV on the mesh ensures that no degenerate level is partly filled.

Let \(N(\mathbf G)=\Omega F(\mathbf G)\) for the density, so that \(N(0)=8\) electrons per primitive cell.

| hkl | \(\lvert V\rvert\) (eV) | \(\lvert N\rvert\) (electrons) |
|---|---|---|
| 111 | 2.12 | 1.70 |
| 200 | 0 | 0 |
| 220 | 0.50 | 0.25 |
| 222 | 0 | 0.53 |

The coefficient at 222 is larger than the one at 220, although the potential has a component at 220 and none at 222. An accidental absence in the potential is therefore no guide to the size of the density. The value 0.53 belongs to the stated mesh and cutoff: a \(2\times2\times2\) mesh gives 0.64, meshes of \(6\times6\times6\) and \(8\times8\times8\) give 0.51 with the share at the bond midpoint still 15%, and a 100 eV cutoff on the \(4\times4\times4\) mesh gives 0.51. Raising the cutoff to 350 eV changes the entries of the table by less than 0.001. The \(6\times6\times6\) mesh lowers 111 to 1.68 and 220 to 0.24, so 222 remains the larger of 220 and 222.

### How the density reaches 222

Two scatterings by the potential can supply a vector that one cannot. For the lowest state at \(\Gamma\) in a weak potential, perturbation theory gives this explicitly. Let \(E_G=G^2/2\), and let \(c_{\mathbf G}\) be the plane-wave amplitudes, with \(c_0\approx1\). To first order \(c_{\mathbf G}=-V(\mathbf G)/E_G\). With two electrons,

\[
N(\mathbf G)=2\sum_{\mathbf G'}c^*_{\mathbf G'}c_{\mathbf G'+\mathbf G}
\approx2\left(c_{\mathbf G}+c^*_{-\mathbf G}\right)=-\frac{4V(\mathbf G)}{E_G},
\]

because \(V(-\mathbf G)^*=V(\mathbf G)\). This vanishes at 222 and at 200. At second order, with \(V(0)=V(\mathbf G)=0\), the amplitude is

\[
c^{(2)}_{\mathbf G}=\sum_{\mathbf G'}\frac{V(\mathbf G-\mathbf G')V(\mathbf G')}{E_GE_{G'}} .
\]

The term \(c^{(2)*}_{-\mathbf G}\) contributes the same amount, and the product of two first-order amplitudes completes the sum:

\[
N^{(2)}(\mathbf G)=2\sum_{\mathbf G'}V(\mathbf G')V(\mathbf G-\mathbf G')
\left[\frac{2}{E_GE_{G'}}+\frac{1}{E_{G'}E_{|\mathbf G-\mathbf G'|}}\right].\tag{10}
\]

Now follow the paths made of two 111-type steps. The phases are \(V(111)=V(1\bar1\bar1)=\tfrac12v(1+i)\) and \(V(11\bar1)=V(1\bar11)=\tfrac12v(1-i)\), with \(v=-3\) eV.

- To 222 there is one path, \(111+111\), with product \(\tfrac14v^2(1+i)^2=\tfrac i2v^2=4.5\,i\) eV².
- To 200 there are four ordered paths. Two, from \(111\) and \(1\bar1\bar1\), give \(+4.5\,i\) eV² each; two, from \(11\bar1\) and \(1\bar11\), give \(-4.5\,i\) eV² each.

All four paths to 200 have the same energy denominators, so they cancel in (10) as well. The square \(V^2\) is itself an invariant field, and with all paths included its coefficient has magnitude 16.5 eV² at 222 and zero at 200.

In the numerical check, doubling a weak potential changes this state's density with the power 1.00 at 111 and 2.00 at 222, while 200 stays at zero. The expansion describes that one state, and it carries only a small part of the effect: at \(\Gamma\) with the full potential it gives \(|N(222)|=0.08\), while the three filled states above it together give 1.04.

Those three states reach 222 differently. In a weak potential they are built from the eight degenerate 111 waves. The positive \(V(220)\) couples the waves within each of the two sets of four, the set of \(111\) and the set of \(\bar1\bar1\bar1\), and lowers a triplet in each. Since \(V(200)=V(222)=0\), the two triplets split only at second order, into equal mixtures of the two sets. Summed over the lower three states, the product of the amplitudes at \(\bar1\bar1\bar1\) and \(111\) has magnitude \(\tfrac12\cdot\tfrac34\), so with two electrons per state \(|N(222)|=0.75\), independent of the strength of a weak potential. Here two scatterings select the mixture but do not set the size of the coefficient. The four-band density in the table comes from full diagonalization.

### Where the 222 charge sits

Move the origin to the bond midpoint \(\mathbf r_0=\boldsymbol\tau/2\). The coefficient acquires \(e^{i\mathbf G\cdot\mathbf r_0}=e^{3\pi i/2}=-i\) and becomes real, with the value \(+0.53\) electrons.

The other members of the star follow from (2). Reversing \(p\) indices multiplies \(N\) by \((-1)^p\), and it changes the phase at \(\mathbf r_0\) to \(e^{i\pi(6-4p)/4}=-i(-1)^p\). The two signs cancel, so all eight waves add at the midpoint. With \(\Omega=a^3/4=39.37\) Å\(^3\),

\[
\frac{8\times0.529}{39.37}=0.107\ \text{electrons/Å}^3 ,
\]

or 0.0159 electrons per cubic bohr. The total density there is 0.703 electrons/Å\(^3\), so the star supplies 15% of it. The midpoint is not the only place the star favours. With the origin at \(\mathbf r_0\) all eight coefficients equal \(N=0.529\), and their waves sum to \((8N/\Omega)\cos(4\pi x/a)\cos(4\pi y/a)\cos(4\pi z/a)\). This is \(+8N/\Omega\) at the bond midpoint. It is \(-8N/\Omega\) at \(\mathbf r_0-\boldsymbol\tau=-\boldsymbol\tau/2\), the point behind atom A on the line of the bond. It is \(+8N/\Omega\) again at \(\mathbf r_0+a(1,1,1)/2\), an empty site \(\sqrt{11}\,a/8\) from the nearest atoms. In this model the coefficient that spherical atoms cannot produce thus takes charge from behind the atoms and adds it at the bond midpoints and, equally, at these empty sites.

### Removing the glide plane

If the two atoms are given strengths 1.1 and 0.9, the operations that exchange them are lost. Those that remain have \(\mathbf t=0\), apart from lattice translations, so 200 is no longer protected. The calculation then gives \(|N(200)|=0.24\) electrons on a \(2\times2\times2\) mesh.

## Use in a code

To decide whether a coefficient must vanish, loop over the operations. For each one with \(hW=h\) in integer arithmetic, test whether \(h\cdot w\) is an integer, within rounding. One failure makes \(h\) a systematic absence. Atomic positions do not enter.

To symmetrize a computed field, average it over the group. By (2), each term below equals \(F(h)\) if the field is already invariant:

\[
F_{\rm sym}(h)=\frac1{|P|}\sum_{(W,w)}F(hW)\,e^{-2\pi i\,h\cdot w}.
\]

For any other input this is the coefficient of the average of \(f(Wx+w)\), with each operation relabelled as its inverse. That average is invariant, so systematic absences come out as zero without a separate list, while 222 is kept. The stored set of \(h\) must contain every \(hW\).

Zeros of \(S(\mathbf G)\) may be used to skip work when building a superposition of equal spherical atoms. They must not be imposed on the density or on any potential computed from it. A density that is nonzero at a systematic absence points to some ingredient that lacks the assumed symmetry, or to a state that has truly broken it. The ingredient may be the set of k-points, plane waves or occupied states. It may also be a real-space grid that the operations do not map onto itself, on which a potential depending nonlinearly on the density is evaluated; for the diamond structure on a grid of the cube, the translation \(\boldsymbol\tau\) needs a multiple of 4 points along each edge.

## Computed results

```
Screw axes n_m: smallest present l of 00l, for m = 1..n-1
  n = 2: [2]
  n = 3: [3, 3]
  n = 4: [4, 2, 4]
  n = 6: [6, 3, 2, 3, 6]
P2_1/c smooth field, |h|,|k|,|l| <= 3: absent 32 of 342
  largest absent |F| = 1.6e-16, smallest present |F| = 4.2e-05
P2_1/c point orbit at x,y,z = [0.05, 0.07, 0.11]:
  F(110) = -0.5263, |F(010)| = 2.5e-16
Fd-3m, |h|,|k|,|l| <= 4, F-lattice reflections only:
  total 188, systematic absences 30, accidental at 8a 32
hkl: ops fixing it (of 192), mean phase, |F| general, |S| at 8a
  111:  24  1   126.707   5.657
  200:  32  0     0.000   0.000
  220:  16  1    14.082   8.000
  222:  24  1    79.358   0.000
  400:  32  1    62.639   8.000
  420:   8  0     0.000   0.000
  442:   8  1     1.890   0.000
Gaussian atoms, alpha = 2.0 1/A^2, xyz factor 0.5 1/A^3:
  F(222) round 9.3e-19, with xyz 0.00129 i
  |F(200)| with xyz 1.5e-18
Model crystal: a = 5.4 A, cutoff 150 eV, 4x4x4 k-mesh
  form factors (eV) 111, 200, 220, 311, 222: -3.0, -2.0, 0.5, 1.0, 1.0
  gap on the mesh = 0.927 eV
  hkl: |V| in eV, |N| in electrons per primitive cell
  111: 2.1213  1.69726
  200: 0.0000  0.00000
  220: 0.5000  0.24748
  222: 0.0000  0.52895
  N(222), origin at bond midpoint = 0.52895 electrons
  222 star at bond midpoint = 0.10749 e/A^3 = 0.015929 e/bohr^3
  total density at bond midpoint = 0.70251 e/A^3
  |N(222)| with 2x2x2 mesh 0.64074, with 100 eV 0.50803
Control, atom strengths 1.1 and 0.9, 2x2x2 mesh:
  |N(200)| = 0.24493 electrons
Two-step paths within the 111 family (imaginary parts, eV^2):
  222: +4.50; |V^2| all paths 16.500
  200: +4.50, -4.50, -4.50, +4.50; |V^2| all paths 0.000
Lowest Gamma state, potential scaled by 0.01 and 0.02:
  power of scale: N(111) 0.998, N(222) 1.999
```
